# Local-energy distribution of an exponential trial function for a one-electron atom

The Hamiltonian of a one-electron atom with a fixed point nucleus of charge $Z$ is, in Hartree atomic units, $H=-\tfrac12\nabla^2-Z/r$, and the trial function $\psi\propto e^{-ar}$ with $a>0$ brings in a single inverse length. Scaling fixes most of what follows. The local energy $E_L=H\psi/\psi$ is a kinetic part, which can only have the form $a^2 f(ar)$, minus $Z/r=aZ/(ar)$. Averages over $|\psi|^2$ turn functions of $ar$ into pure numbers, so the variance of $E_L$ is a quadratic polynomial in $Z$, $\sigma^2=C_0a^4+C_1a^3Z+C_2a^2Z^2$. At $a=Z$ the trial function is the exact ground state and $E_L$ is constant. A polynomial that is never negative and vanishes at $Z=a$ has a double root there, so $\sigma^2=C_2\,a^2(a-Z)^2$, where $C_2$ is the variance of $1/(ar)$. The tail of the distribution follows from counting volume. If $|E_L|$ grows as $1/r$ at the nucleus, values beyond $t$ occur only in a ball of radius proportional to $1/t$. The density $|\psi|^2$ is finite and nonzero there, so the probability falls as $t^{-3}$ and its derivative, the probability density, as $t^{-4}$. From here on $Z=1$; the general case follows by measuring lengths in units of $1/Z$ and energies in units of $Z^2$, which replaces $a$ by $a/Z$.

Since $\int_0^\infty r^m e^{-2ar}dr=m!/(2a)^{m+1}$, the normalized function is $\psi=(a^3/\pi)^{1/2}e^{-ar}$. For a spherical function $\nabla^2 f=(rf)''/r$. Here $(re^{-ar})'=(1-ar)e^{-ar}$ and $(re^{-ar})''=(a^2r-2a)e^{-ar}$, so $\nabla^2\psi/\psi=a^2-2a/r$ and

$$E_L(r)=-\frac{a^2}{2}+\frac{a}{r}-\frac1r=E_\infty+\frac{c}{r},\qquad E_\infty=-\frac{a^2}{2},\quad c=a-1 .$$

The kinetic term $a/r$ cancels the Coulomb term only for $a=1$, which is the cusp condition $\psi'(0)/\psi(0)=-1$. For $a>1$ the local energy runs to $+\infty$ at the nucleus, and for $a<1$ to $-\infty$.

The radial probability density is $p(r)=4\pi r^2\psi^2=4a^3r^2e^{-2ar}$, and the same integral gives

$$\langle 1/r\rangle=4a^3\frac{1}{(2a)^2}=a,\qquad \langle 1/r^2\rangle=4a^3\frac{1}{2a}=2a^2 .$$

The mean is $E=-a^2/2+(a-1)a=a^2/2-a$, or after completing the square $E=-\tfrac12+\tfrac12c^2$. The constant $E_\infty$ drops out of the variance, leaving

$$\sigma^2=c^2\left(\langle 1/r^2\rangle-\langle 1/r\rangle^2\right)=c^2(2a^2-a^2)=a^2(a-1)^2 ,$$

so $C_2=1$.

This number is also the quantum-mechanical variance of $H$ in the state $\psi$, if that variance is defined with care. The Coulomb Hamiltonian is self-adjoint on the functions for which $\psi$ and $\nabla^2\psi$ are square integrable. The trial function belongs to this domain: the flux $4\pi r^2\psi'$ through a small sphere vanishes, so $\nabla^2\psi$ hides no delta function, and $\|H\psi\|^2=\int\psi^2E_L^2\,d^3r=\langle E_L^2\rangle$ is finite because $\langle 1/r^2\rangle$ is. Hence $\sigma^2=\|H\psi\|^2-E^2$. The function $\phi=H\psi$, however, behaves as $c\,\psi(0)/r$ and is outside the domain when $a\ne1$, so $H$ cannot be applied a second time point by point. Green's identity on the region $r>\epsilon$, whose outward normal on the inner sphere is $-\hat r$, gives

$$\int_{r>\epsilon}(\psi\nabla^2\phi-\phi\nabla^2\psi)\,d^3r=-4\pi\epsilon^2\left[\psi\phi'-\phi\psi'\right]_{r=\epsilon}\;\to\;4\pi c\,\psi(0)^2 ,$$

because $\epsilon^2\phi'\to-c\,\psi(0)$ while $\epsilon^2\phi\psi'\to0$. Multiplying by $-\tfrac12$, noting that the potential terms cancel, and using $\psi(0)^2=a^3/\pi$,

$$\|H\psi\|^2-\int_{r>0}\psi\,H(H\psi)\,d^3r=2\pi c\,\psi(0)^2=2a^3c .$$

This is the contribution of $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$. The pointwise expression would give the false variance $a^2c^2-2a^3c=-a^2c\,(a+1)$, which is negative for every $a>1$.

For $a\neq1$ the local energy is monotonic in $r$, so its distribution follows from a change of variable. Let $x=|E_L-E_\infty|=|c|/r$, so that $r=|c|/x$ and $|dr/dx|=|c|/x^2$. With $\beta=2a|c|$,

$$P(x)=p(r)\left|\frac{dr}{dx}\right|=4a^3\frac{c^2}{x^2}\,e^{-2a|c|/x}\,\frac{|c|}{x^2}=\frac{\beta^3}{2}\,\frac{e^{-\beta/x}}{x^4},\qquad x>0 .$$

Since $E_L=E_\infty+x\,\mathrm{sgn}\,c$, the distribution lies wholly on one side of $E_\infty$ and has a single tail, of order $|E_L|^{-4}$ with coefficient $\beta^3/2=4a^3|c|^3$, pointing to $+\infty$ for $a>1$ and to $-\infty$ for $a<1$. At $a=1$ the scale $\beta$ vanishes, the distribution is a point at $-\tfrac12$, and there is no tail. The logarithmic slope is $d\ln P/d\ln x=-4+\beta/x$. It vanishes at the mode $x=\beta/4$ and approaches $-4$ only for $x\gg\beta$. The substitution $z=\beta/x=2ar$, with $|dx|=\beta\,dz/z^2$, turns $P\,dx$ into $\tfrac12z^2e^{-z}dz$, so that

$$\mathrm{Prob}(x>t)=\frac12\int_0^{\beta/t}z^2e^{-z}dz=1-e^{-z_t}\left(1+z_t+\tfrac12z_t^2\right)=\frac{z_t^3}{6}\left(1-\frac34z_t+\dots\right),\qquad z_t=\frac{\beta}{t},$$

where the series comes from expanding $e^{-z}$ under the integral. The same substitution gives the moments,

$$\langle x^k\rangle=\frac{\beta^k}{2}\int_0^\infty z^{2-k}e^{-z}dz=\frac{\beta^k}{2}\,\Gamma(3-k),\qquad k<3 .$$

Thus $\langle x\rangle=\beta/2$, $\langle x^2\rangle=\beta^2/2$, and the variance is $\beta^2/2-\beta^2/4=\beta^2/4=a^2c^2$, as before. For $k\ge3$ the integral diverges at small $z$. With a cutoff $X\gg\beta$ on $x$ the integrand tends to $(\beta^3/2)x^{k-4}$, so the third moment grows as $(\beta^3/2)\ln X$ and the fourth as $(\beta^3/2)X$.

These divergences decide what independent sampling of $|\psi|^2$ can deliver. The mean of $N$ values of $E_L$ obeys the central limit theorem, which needs only a finite variance, and its standard error is $\sigma/\sqrt N$. The sample variance is an average of $(E_L-E)^2$, whose own variance involves the fourth moment and is infinite. It still converges to $\sigma^2$ by the law of large numbers, but it has no error bar of the form $N^{-1/2}$. A scaling estimate gives the rate. The largest of $N$ samples satisfies $N\beta^3/(6x^3)\sim1$, so $x_{\max}\sim\beta N^{1/3}$; it fluctuates by its own size and contributes $x_{\max}^2/N\sim\beta^2N^{-1/3}$ to the sample variance. The spread is therefore expected to fall as $N^{-1/3}$ at large $N$.

The distribution $P$ must be kept apart from the spectral distribution of $\psi$, the measure $d\mu(\varepsilon)$ giving the probability that a measurement of $H$ yields $\varepsilon$. The two share their first two moments, since $\int\varepsilon\,d\mu=\langle\psi|H\psi\rangle=\langle E_L\rangle$ and $\int\varepsilon^2d\mu=\|H\psi\|^2=\langle E_L^2\rangle$, but $\mu$ lives on the spectrum while for $a<1$ the local energy extends below the ground level without limit.

Temple's bound uses exactly those two moments. Let $E_0$ be the lowest eigenvalue of $H$, let $E_1$ be the next point of the spectrum, and let $\lambda$ be any number with $E<\lambda\le E_1$. On the spectrum $\varepsilon$ either equals $E_0$ or is at least $E_1\ge\lambda>E_0$, so the product $(\varepsilon-E_0)(\varepsilon-\lambda)$ is never negative there. Integrating over $\mu$, which is allowed because the second moment is finite,

$$0\le\int(\varepsilon-E_0)(\varepsilon-\lambda)\,d\mu=(\sigma^2+E^2)-(E_0+\lambda)E+E_0\lambda=\sigma^2-(E-E_0)(\lambda-E).$$

Division by the positive number $\lambda-E$ keeps the direction of the inequality, $E-E_0\le\sigma^2/(\lambda-E)$, and so

$$T\equiv E-\frac{\sigma^2}{\lambda-E}\;\le\;E_0\;\le\;E ,$$

where the right-hand inequality is the variational principle. The same line gives the slack exactly,

$$E_0-T=\frac{1}{\lambda-E}\int(\varepsilon-E_0)(\varepsilon-\lambda)\,d\mu ,$$

which vanishes exactly when $\psi$ has no spectral weight anywhere except at $E_0$ and $\lambda$, as for the exact ground state. Because $\partial T/\partial\lambda=\sigma^2/(\lambda-E)^2\ge0$, the best admissible choice is $\lambda=E_1$. Only the support of $\mu$ matters, so for a spherical $\psi$ both levels refer to the $s$ channel, whose spectrum is $E_n^{(s)}=-1/(2n^2)$ and the continuum $\varepsilon\ge0$. This gives $E_0=-\tfrac12$ and $E_1=-\tfrac18$; the known spectrum serves here only to supply $\lambda$ and to judge the result.

With $\lambda=-\tfrac18$ the denominator is $\lambda-E=\tfrac38-\tfrac12c^2=(3-4c^2)/8$. The bound applies only where this is positive, $|a-1|<\sqrt3/2$, that is $0.134<a<1.866$ in inverse bohr. Inserting $\sigma^2=c^2(1+c)^2$,

$$T+\frac12=\frac{c^2}{2}-\frac{8c^2(1+c)^2}{3-4c^2}=\frac{c^2\left[3-4c^2-16(1+c)^2\right]}{2(3-4c^2)}=-\frac{c^2\,(13+32c+20c^2)}{6-8c^2}.$$

The quadratic $13+32c+20c^2$ has discriminant $32^2-4\cdot20\cdot13=-16$ and a positive leading coefficient, so it is positive for all $c$, and $T<-\tfrac12$ throughout the window except at $a=1$, where $T=E=E_0$. At both edges $T\to-\infty$, and the bound remains true but carries no information.

The two errors can be compared through the identity $\sigma^2/(E-E_0)=a^2c^2/(c^2/2)=2a^2$, which gives

$$\frac{E_0-T}{E-E_0}=\frac{\sigma^2}{(E-E_0)(\lambda-E)}-1=\frac{2a^2}{\lambda-E}-1\;\to\;\frac{2}{3/8}-1=\frac{13}{3}\qquad(a\to1).$$

Both errors are of order $c^2$, and near the optimum the lower one is $13/3$ times the upper. The number $2a^2$ has a spectral meaning. Since $\sigma^2=\int(\varepsilon-E_0)^2d\mu-(E-E_0)^2$ and $E-E_0=\int(\varepsilon-E_0)\,d\mu$,

$$\frac{\int(\varepsilon-E_0)^2d\mu}{\int(\varepsilon-E_0)\,d\mu}=2a^2+\frac{c^2}{2},$$

and the left side is a mean excitation energy weighted by each state's share of the energy error. It tends to 2 hartree as $a\to1$. Every bound excitation energy is below $\tfrac12$ hartree, so a mean of 2 hartree requires the continuum. Temple's inequality must allow for the worst case, in which all the contamination sits at the gap of $\tfrac38$ hartree, where this weighted mean would equal $\tfrac38$. The actual contamination is spread out. By the overlaps derived below, $c_2^2\to8c^2/(3/2)^8\approx0.31c^2$ and $1-c_1^2\to\tfrac34c^2$ as $a\to1$, so about 42% of the norm outside $1s$ sits in $2s$, right at the gap; it is the continuum part, reaching far above the gap, that raises the weighted mean to 2 hartree.

The weights of the bound states can be found in closed form. Write an $s$ state as $R(r)Y_{00}$ with $u=rR$, $u(0)=0$, $u'(0)=R(0)$, and $\int u^2dr=1$. The radial equation at energy $\varepsilon$, multiplied by $r$, is $ru''+2u+2\varepsilon ru=0$. Let $U(s)=\int_0^\infty u\,e^{-sr}dr$. The transform of $u''$ is $s^2U-u'(0)$, and a factor $r$ becomes $-d/ds$, so $-(s^2U)'+2U-2\varepsilon U'=0$, or

$$(s^2+2\varepsilon)\,U'=2(1-s)\,U .$$

For $2\varepsilon=-\kappa^2$ with $\kappa=1/n$, partial fractions give $U'/U=(n-1)/(s-\kappa)-(n+1)/(s+\kappa)$, as one checks by recombining: the numerator is $(n-1)(s+\kappa)-(n+1)(s-\kappa)=2n\kappa-2s=2-2s$. Integration gives $U=R(0)(s-\kappa)^{n-1}/(s+\kappa)^{n+1}$, the constant being fixed by $u\approx R(0)\,r$ at small $r$, which means $U\to R(0)/s^2$ at large $s$.

The value $R(0)$ takes two steps. Multiplying $u''=2(V-\varepsilon)u$ by $u'$ and integrating, the left side gives $-\tfrac12u'(0)^2$. The right side is $\int(V-\varepsilon)(u^2)'dr=-\int V'u^2dr$, the boundary term vanishing because $u^2/r\to0$. With $V'=1/r^2$ this is $R(0)^2=2\langle1/r^2\rangle_n$. For that average, add a centrifugal term $l(l+1)/(2r^2)$ with real $l\ge0$. The series $u=e^{-\kappa r}\sum_jb_jr^{j+l+1}$ obeys $(j+1)(j+2l+2)\,b_{j+1}=2[\kappa(j+l+1)-1]\,b_j$, and a normalizable solution needs it to end at some $j=n_r$, so $\varepsilon=-1/[2(n_r+l+1)^2]$ whether or not $l$ is an integer. The Hellmann–Feynman theorem equates $\partial\varepsilon/\partial l=1/n^3$ with $\langle(2l+1)/(2r^2)\rangle$. At $l=0$ this gives $\langle1/r^2\rangle_n=2/n^3$ and $R(0)^2=4/n^3$; the sign is chosen as $R(0)>0$.

The radial form of the trial function is $2a^{3/2}re^{-ar}$, so its overlap with the $ns$ state is $c_n=2a^{3/2}\int u\,r\,e^{-ar}dr=-2a^{3/2}U'(a)$. The differential equation gives $-U'(a)=2(a-1)U(a)/[(a-\kappa)(a+\kappa)]$, and therefore

$$c_n=\frac{8a^{3/2}}{n^{3/2}}\,(a-1)\,\frac{(a-1/n)^{n-2}}{(a+1/n)^{n+2}} .$$

In particular $c_1^2=64a^3/(a+1)^6$ and $c_2^2=8a^3c^2/(a+\tfrac12)^8$. The continuum share of the norm, the variance or the slack is the known total minus the sum over bound states, by completeness.

For hydrogen with $a=0.8$ bohr$^{-1}$ one has $c=-0.2$ and $E_\infty=-0.32$ hartree. The energy is $E=0.32-0.8=-0.48$ hartree, the variance is $\sigma^2=0.64\times0.04=0.0256$ hartree$^2$, and $\sigma=0.16$ hartree is eight times the energy error $E-E_0=0.02$ hartree, because $\sigma$ is of first order in $c$ and the error of second order. The delta term is $2a^3c=-0.2048$ hartree$^2$, eight times $\sigma^2$ in size. The scale is $\beta=2\times0.8\times0.2=0.32$ hartree, the mode lies at $x=\beta/4=0.08$ hartree, and the tail, which points downward, has coefficient $\beta^3/2=0.0164$ hartree$^3$. The probability of $x>1$ hartree is $0.00430$. The leading term $\beta^3/6=0.00546$ exceeds it by 27% of the exact value, because the expansion parameter $z_t=0.32$ is not small. Between $x=1000\beta$ and $2000\beta$ the slope is $-3.9993$, matching $-4+(1/1000-1/2000)/\ln2$, which is the secant slope of $\ln P$. The local energy lies below $E_0$ when $x>0.5-0.32=0.18$ hartree; then $z_t=0.32/0.18$ and the probability is $0.263$, where the spectral measure has no weight at all.

Temple's denominator is $\lambda-E=-0.125+0.48=0.355$ hartree, the correction is $0.0256/0.355=0.0721$ hartree, and

$$-0.5521\;\le\;E_0\;\le\;-0.48\ \text{hartree},$$

or $-15.02\le E_0\le-13.06$ eV, which brackets the fixed-nucleus value $-0.5$ hartree, $-13.61$ eV. The slack $0.0521$ hartree is $1.28/0.355-1=2.6$ times the upper error. The spectral weights are $64(0.8)^3/(1.8)^6=0.9634$ for $1s$, $8(0.8)^3(0.04)/(1.3)^8=0.0201$ for $2s$ and $0.0055$ for all higher $s$ states, which leaves $1-0.9634-0.0201-0.0055=0.0110$ for the continuum. That 1.1% of the norm carries 84% of the variance. The states $1s$ and $2s$ add nothing to the slack, since the product $(\varepsilon-E_0)(\varepsilon-\lambda)$ vanishes on them. The higher bound states add $0.0006$ hartree and the continuum $0.0515$ hartree.

The exponent $a=1.2$ has the same $c^2$, hence the same energy $-0.48$ hartree and the same denominator. Its variance is $1.44\times0.04=0.0576$ hartree$^2$, its tail points upward from $E_\infty=-0.72$ hartree with $\beta=0.48$ hartree and coefficient $0.0553$ hartree$^3$, and $T=-0.48-0.0576/0.355=-0.6423$ hartree, or $-17.48$ eV. The slack $0.1423$ hartree is 2.7 times that at $a=0.8$. Two trial functions of equal energy thus give different lower bounds, the difference coming from the factor $a^2$ in $\sigma^2$. Close to the optimum, the error ratio averaged over $a=0.99$ and $1.01$ is $4.3346$. The ratio equals $2(13+32c+20c^2)/(6-8c^2)$, the term odd in $c$ cancels in the average, and the expansion $13/3+(20/3+52/9)c^2$ at $c^2=10^{-4}$ reproduces that number.

Repeated independent sampling at $a=0.8$ with $N=500$ and $N=50000$ gives an interquartile range that falls with effective exponent $-0.48$ for the mean and $-0.30$ for the sample variance. Both are shallower than the asymptotic values $-\tfrac12$ and $-\tfrac13$. The ranges come from 4000 repetitions at the smaller $N$ and 400 at the larger, so they carry sampling noise of their own, and the calculation does not separate that noise from finite-$N$ corrections to the asymptotic laws. The numerical check requires only that the first exponent lie between $-0.56$ and $-0.40$ and the second above $-0.36$; it separates the two behaviours without establishing $-\tfrac13$.

Each hypothesis of the bound can be broken in this model. If $\lambda$ exceeds $E_1$, the product is negative on the levels between $E_0$ and $\lambda$ and the proof fails. Taking the ionization threshold $\lambda=0$, the formula lies above $E_0$ when $\sigma^2/(-E)<E-E_0$, that is $2a^2<a-a^2/2$, or $a<0.4$. At $a=0.3$, with $E=-0.255$ hartree and $\sigma^2=0.0441$ hartree$^2$, it gives $-0.255-0.0441/0.255=-0.4279$ hartree, above the true level, while $\lambda=-\tfrac18$ gives the valid $-0.255-0.0441/0.13=-0.5942$ hartree. What is needed is a lower bound to $E_1$, and the second eigenvalue of a basis-set Hamiltonian matrix is an upper bound to it, so it does not meet the hypothesis. If instead $E>\lambda$, the division reverses the inequality. At $a=2$, with $E=0$ and $\sigma^2=4$, the formula returns $0-4/(-\tfrac18)=32$ hartree, which is no lower bound.

The third failure belongs to finite basis sets. If $\Pi$ projects on a basis that represents $\psi$ accurately, squaring the Hamiltonian matrix yields $\|\Pi H\psi\|^2\le\|H\psi\|^2$, so the matrix variance is too small and the resulting $T$ too high. In the extreme case of a matrix eigenvector the matrix variance is zero and the formula would claim $E_0\ge E$. The deficit can be computed for the orthonormal radial functions $(2\zeta)^{1/2}\,y\,e^{-y/2}L_k^{(2)}(y)/[(k+1)(k+2)]^{1/2}$ with $y=2\zeta r$ and $k=0,\dots,N-1$. The radial form of $H\psi$ is $g(r)=2a^{3/2}(E_\infty r+c)e^{-ar}$, which is nonzero at the origin, where every basis function vanishes. Write $g=g(0)e^{-\zeta r}+h$. The remainder $h$ is $r$ times a superposition of exponentials, since $e^{-ar}-e^{-\zeta r}=r\int_a^\zeta e^{-tr}dt$. The generating function $\sum_kL_k^{(\alpha)}(y)\,w^k=(1-w)^{-\alpha-1}e^{-yw/(1-w)}$ shows that the coefficients of $re^{-tr}$ are proportional to $[(k+1)(k+2)]^{1/2}\,[(t-\zeta)/(t+\zeta)]^k$, a geometric decay up to an algebraic factor, so $h$ is captured quickly. For the first piece, the same generating function gives $L_k^{(2)}=\sum_{j\le k}L_j^{(1)}$, and orthogonality of the $L_j^{(1)}$ under the weight $ye^{-y}$ leaves $\int ye^{-y}L_k^{(2)}dy=1$. With $dr=dy/(2\zeta)$ the squared coefficient is $g(0)^2/[2\zeta(k+1)(k+2)]$, and the telescoping sum over $k\ge N$ gives, up to geometrically small terms,

$$\sigma^2-\sigma_N^2\simeq\frac{4a^3c^2}{2\zeta\,(N+1)} .$$

For $a=0.8$ and $\zeta=0.7$ this is $4(0.8)^3(0.04)/(1.4\times16)=0.0037$ at $N=15$ and $0.0019$ at $N=30$. The computed matrix variances are $0.02194$ and $0.02371$ hartree$^2$, short of $0.0256$ by those amounts, which are 14% and 7% of $\sigma^2$, although the same bases reproduce $E$ to better than $10^{-8}$ hartree. The variance in Temple's formula must come from $H\psi$ itself, for instance as $\langle E_L^2\rangle-E^2$ by quadrature.

The numerical check below tests $E_L$ against a Cartesian Laplacian, the moments and the delta term by symbolic integration, $P$ against quadrature and sampling of $|\psi|^2$, the bound against basis-set eigenvalues and random matrices, and the spectral totals against bound sums plus a closed-form continuum weight that is compared with a Coulomb-function overlap at one wave number.

## Computed results

```
E0 (30 Laguerre functions, zeta=0.7): -0.5 hartree
E0: -13.6057 eV
E1 (same basis): -0.125 hartree
lambda: -0.125 hartree
window lower edge a: 0.133975 1/bohr
window upper edge a: 1.86603 1/bohr
a=0.8 Einf: -0.32 hartree
a=0.8 E: -0.48 hartree
a=0.8 E: -13.0615 eV
a=0.8 variance: 0.0256 hartree^2
a=0.8 sigma: 0.16 hartree
a=0.8 beta: 0.32 hartree
a=0.8 tail coefficient beta^3/2: 0.016384 hartree^3
a=0.8 lambda-E: 0.355 hartree
a=0.8 var/(lambda-E): 0.0721127 hartree
a=0.8 Temple T: -0.552113 hartree
a=0.8 Temple T: -15.0238 eV
a=0.8 E0-T: 0.0521127 hartree
a=0.8 var/(E-E0): 1.28 hartree
a=1.2 Einf: -0.72 hartree
a=1.2 E: -0.48 hartree
a=1.2 E: -13.0615 eV
a=1.2 variance: 0.0576 hartree^2
a=1.2 sigma: 0.24 hartree
a=1.2 beta: 0.48 hartree
a=1.2 tail coefficient beta^3/2: 0.055296 hartree^3
a=1.2 lambda-E: 0.355 hartree
a=1.2 var/(lambda-E): 0.162254 hartree
a=1.2 Temple T: -0.642254 hartree
a=1.2 Temple T: -17.4766 eV
a=1.2 E0-T: 0.142254 hartree
a=1.2 var/(E-E0): 2.88 hartree
-- a=0.8 details --
E-E0: 0.02 hartree
mode of x: 0.0800005 hartree
Prob(x>1 hartree) exact: 0.00430444
Prob(x>1 hartree) beta^3/6: 0.00546133
log slope of P at x~1000 beta: -3.99928
Prob(E_L<E0): 0.263436
delta term 2a^3 c: -0.2048 hartree^2
weight 1s: 0.963418
weight 2s: 0.0200851
weight ns n>=3: 0.00547372
weight continuum: 0.0110229
variance share continuum: 0.844566
E0-T from bound n>=3: 0.000609864 hartree
E0-T from continuum: 0.0515028 hartree
matrix variance N=15: 0.0219429 hartree^2
matrix variance N=30: 0.0237124 hartree^2
IQR exponent of mean, N=500->50000: -0.477503
IQR exponent of variance: -0.300694
-- limit and misuse --
(E0-T)/(E-E0), mean of a=0.99,1.01: 4.33458
a=0.3 E: -0.255 hartree
a=0.3 variance: 0.0441 hartree^2
a=0.3 T with lambda=-1/8: -0.594231 hartree
a=0.3 T with false lambda=0: -0.427941 hartree
lambda=0 fails below a: 0.4 1/bohr
a=2 formula value with E>lambda: 32 hartree
```
